# Why a meta-linked benzene ring blocks pi coupling at its gap centre

In a model with one p orbital per atom, a benzene ring held between two oxygen-like linkers and two metallic contacts conducts 176 nS at 300 K when the linkers sit para to each other. Moving one linker to the neighbouring meta position, with every parameter held fixed, leaves 0.0136 nS, a factor of $7.8\times10^{-5}$. The ring has the same levels in both cases, and the meta path is shorter.

## The ring and its two sublattices

Take one p orbital per carbon, equal site energies set to zero, and a matrix element $-t$ between neighbours ($t>0$). Orbitals are treated as orthogonal. The ring levels are $-2t\cos(\pi m/3)$, that is $\mp2t$ once each and $\mp t$ twice each, so $E=0$ is the centre of the ring's gap. The amplitude for passing from site $j$ to site $i$ at energy $E$ is the Green's function $g_{ij}(E)$, defined by $(E-H)g=1$.

Call sites 1, 3, 5 sublattice A and sites 2, 4, 6 sublattice B. Every bond joins A to B, so

$$H=\begin{pmatrix}0&B\\B^T&0\end{pmatrix},\qquad B=-t\begin{pmatrix}1&0&1\\1&1&0\\0&1&1\end{pmatrix}.$$

The first block column of $(E-H)g=1$ reads

$$E\,g_{AA}-B\,g_{BA}=1,\qquad -B^Tg_{AA}+E\,g_{BA}=0 .$$

At $E=0$ the second equation is $B^Tg_{AA}=0$. Since $\det B=-2t^3\neq0$, it follows that $g_{AA}(0)=0$. Meta sites 1 and 3 both belong to A, hence $g_{13}(0)=0$. The first equation gives $g_{BA}(0)=-B^{-1}$, which is

$$g_{BA}(0)=\frac1{2t}\begin{pmatrix}1&1&-1\\-1&1&1\\1&-1&1\end{pmatrix},$$

with rows 2, 4, 6 and columns 1, 3, 5. Thus $g_{12}(0)=+1/(2t)$ for ortho and $g_{14}(0)=-1/(2t)$ for para. With $t=2.5$ eV these are $\pm0.200$ eV$^{-1}$.

The invertibility of $B$ is a real condition. If the system has a level at $E=0$, the argument stops, and a case where the conclusion fails appears below.

## Filled and empty levels

In terms of real orbitals $\psi_n$ with levels $\varepsilon_n$,

$$g_{ij}(0)=-\sum_n\frac{\psi_n(i)\,\psi_n(j)}{\varepsilon_n}.$$

Reversing the sign of an orbital on sublattice B turns a level $\varepsilon$ into $-\varepsilon$. For two A sites the product $\psi(i)\psi(j)$ is unchanged while the denominator changes sign, so the partners cancel. For an A and a B site both change sign, and the partners add.

The example shows this directly. For meta, the filled levels give $-0.0333$ eV$^{-1}$ and the empty ones $+0.0333$ eV$^{-1}$. For para, each set gives $-0.100$ eV$^{-1}$. Neither set is silent in the meta ring; the zero comes from their balance.

## The two arms of the ring

The zero is also pictured as interference between the two arms, and this picture can be examined term by term. Write $g_{13}$ as a cofactor divided by $\det(E-H)=(E^2-t^2)^2(E^2-4t^2)$. Each term of the cofactor contains an open path from 1 to 3, multiplied by the determinant of the sites left off the path. A path of $m$ bonds carries the permutation sign $(-1)^m$ and $m$ factors $-H_{ij}$, so the signs combine to a plain product of matrix elements $H_{ij}$.

Let the hopping be $a$ on the short arm 1-2-3 and $b$ on the long arm 1-6-5-4-3.

- The short arm gives $(-a)^2$ times the determinant of the three-site chain 4-5-6, which is $E(E^2-b^2)-b^2E=E(E^2-2b^2)$.
- The long arm gives $(-b)^4$ times the determinant of site 2 alone, which is $E$.

The cofactor is therefore

$$a^2E(E^2-2b^2)+b^4E .$$

At $E=0$ each term vanishes by itself. The reason is that each path leaves an odd number of sites behind, and the chain they form has a level at zero. In this expansion the zero is not a cancellation of two finite path amplitudes. Close to $E=0$, with $a=b=t$, the arms contribute $-2t^4E$ and $+t^4E$, so there they oppose each other, but only partly.

Setting $a=b=t$, the sum is $t^2E(E^2-t^2)$, and

$$g_{13}(E)=\frac{t^2E}{(E^2-t^2)(E^2-4t^2)}\simeq\frac{E}{4t^2}\quad(|E|\ll t).$$

For para there are two paths of three bonds, each leaving two adjacent sites with determinant $E^2-t^2$:

$$g_{14}(E)=\frac{2(-t)^3(E^2-t^2)}{(E^2-t^2)^2(E^2-4t^2)}=\frac{-2t^3}{(E^2-t^2)(E^2-4t^2)} .$$

The ratio is simple at any energy: $g_{13}/g_{14}=-E/(2t)$.

## Coupling as a splitting

Attach two linker orbitals of energy $\delta$ to ring sites $a$ and $b$ with matrix element $-V$. Eliminating the ring amplitudes gives for the left linker

$$E\,c_l=\delta\,c_l+V^2\left[g_{aa}(E)\,c_l+g_{ab}(E)\,c_r\right],$$

and the mirrored equation for the right. For weak $V$, and $\delta$ away from the ring levels, $g$ may be taken at $E=\delta$. The even and odd combinations then lie at $\delta+V^2(g_{aa}\pm g_{ab})$, and the splitting is $2V^2|g_{ab}(\delta)|$.

With $V=0.05$ eV and $\delta=0$, para should split by $V^2/t=0.0025/2.5$ eV $=1.000$ meV. Diagonalization gives 0.9997 meV, and zero within rounding for meta. At $\delta=0.5$ eV the meta formula gives $2\times0.0025\times0.02104$ eV $=0.1052$ meV, against 0.1051 meV from diagonalization. The block belongs to one energy, not to the meta ring as such.

## Why the rest of the chain does not matter

Let the left part of a chain touch the ring at site $a$ only, the right part at site $b$ only, with no other link between them. Each part acts on its contact site through a self-energy, $\Sigma_L$ or $\Sigma_R$, equal to $V^2$ times that part's own Green's function at its contact orbital. The dressed ring function $G$ obeys

$$G_{ab}=g_{ab}+g_{aa}\Sigma_LG_{ab}+g_{ab}\Sigma_RG_{bb},$$
$$G_{bb}=g_{bb}+g_{ab}\Sigma_LG_{ab}+g_{bb}\Sigma_RG_{bb}.$$

Solve the second for $G_{bb}=(g_{bb}+g_{ab}\Sigma_LG_{ab})/(1-g_{bb}\Sigma_R)$, insert it in the first, and multiply by $1-g_{bb}\Sigma_R$. On the right, $g_{ab}(1-g_{bb}\Sigma_R)+g_{ab}g_{bb}\Sigma_R=g_{ab}$, so

$$G_{ab}=\frac{g_{ab}}{D},\qquad D=(1-g_{aa}\Sigma_L)(1-g_{bb}\Sigma_R)-g_{ab}^2\Sigma_L\Sigma_R .$$

The amplitude between an orbital $l$ on the left and $r$ on the right is $G_{lr}=g^L\,V^2\,G_{ab}\,g^R$, where $g^L$ and $g^R$ carry it from $l$ to the contact and from the other contact to $r$.

For meta at $E=0$, all of $g_{aa}$, $g_{bb}$ and $g_{ab}$ vanish. If the self-energies are finite, $D=1$ and $G_{lr}=0$. For independent electrons, the outer parts need no sublattice symmetry. In a row of three rings joined by linkers at $-3$ eV with $V=2$ eV, the end-to-end value at $E=0$ is $8.0\times10^{-3}$ eV$^{-1}$ for para-para-para and zero for para-meta-para.

**Where it fails.** Put linkers at exactly $E=0$ with $V=t$, which makes meta-xylylene. Now $\Sigma=t^2/E$ diverges. The ring functions near zero follow from $dg/dE=-g^2$ and the matrix $g_{BA}(0)$:

$$g_{11}\simeq-\frac{1+1+1}{4t^2}E=-\frac{3E}{4t^2},\qquad g_{13}\simeq-\frac{1-1-1}{4t^2}E=\frac{E}{4t^2}.$$

Then $D=(1+\tfrac34)^2-(\tfrac14)^2=3$, and

$$G_{lr}=\frac1E\,t^2\,\frac{E}{4t^2}\,\frac13\,\frac1E=\frac1{12E}.$$

The numerical value of $E\,G_{lr}$ is 0.0833. The two linkers are on the same sublattice, yet their Green's function diverges. That sublattice has five sites against three, so at least two levels stay at zero. They remain unsplit, but they spread over the ring and overlap both linkers.

## What heat contributes

In the junction each linker has energy $-3$ eV, ring coupling $V=2$ eV and contact broadening $\Gamma=0.5$ eV. For energy-independent contacts the transmission is $T=\Gamma^2|G_{lr}|^2$. The linker function at $E=0$ is $g_O=1/(3+0.25i)$ eV$^{-1}$, so $|g_O|^2=1/9.0625=0.1103$ eV$^{-2}$.

For para at $E=0$, $g_{aa}=g_{bb}=0$ and $D=1-g_{14}^2V^4g_O^2$, with $|D|^2=0.866$. Hence

$$T_{\rm para}=\frac{0.25\,(4\times0.1103\times0.200)^2}{0.866}=2.25\times10^{-3}.$$

The conductance is $G_0\int T(E)(-f')\,dE$, with $f$ the Fermi function centred at $E=0$ and $G_0=2e^2/h=77481$ nS. For meta, $T$ starts as $E^2$. With $x=E/kT$ and one integration by parts,

$$\int E^2(-f')\,dE=4(kT)^2\int_0^\infty\frac{x\,dx}{e^x+1}=4(kT)^2\,\frac{\pi^2}{12}=\frac{\pi^2}{3}(kT)^2 .$$

To leading order in $kT$,

$$G_{\rm meta}=G_0\,\frac{\pi^2}{3}(kT)^2\,\frac{\Gamma^2V^4|g_O|^4}{16t^4}.$$

At 300 K, $kT=0.02585$ eV and the mean square energy is $2.20\times10^{-3}$ eV$^2$. The last fraction is $7.79\times10^{-5}$ eV$^{-2}$, which gives 0.0133 nS. The full integral gives 0.0136 nS, about 3 % above the formula, from terms in $T(E)$ beyond $E^2$.

The opening ratio can now be read. The squared ratio $(E/2t)^2$, averaged over the thermal window, is $2.20\times10^{-3}/25=8.8\times10^{-5}$, and the para factor $|D|^2=0.866$ lowers it to $7.6\times10^{-5}$.

## What lifts or moves the zero

**Unequal carbon sites.** A shift $u$ on ring site $j$ changes the meta element to $g_{13}+g_{1j}\,u\,g_{j3}/(1-u\,g_{jj})$. At $E=0$ the first term and $g_{jj}$ vanish, leaving $u\,g_{1j}g_{j3}$. This is zero for sites 1, 3, 5. From the matrix above it is $+u/(4t^2)$ for site 2 and $-u/(4t^2)$ for sites 4 and 6. With $u=0.3$ eV the magnitude is $0.3/25=0.012$ eV$^{-1}$, as found numerically. The signs pass a simple check: a common shift of all sites must act as $E\to-u$, and to first order the sum is indeed $-u/(4t^2)$. With site 2 shifted in both junctions, the meta/para transmission ratio at $E=0$ is $3.2\times10^{-3}$.

**Distant neighbours.** Let $h_1,h_2,h_3$ be the first-, second- and third-neighbour elements. Here $h_2$ joins sites of the same sublattice. The levels are $2h_1\cos(m\pi/3)+2h_2\cos(2m\pi/3)+h_3\cos(m\pi)$. The frontier pairs lie at $-h_2\pm(h_1-h_3)$, so the gap centre is $-h_2$. Measured from there, the single levels lie at $3h_2\pm q$ with $q=2h_1+h_3$. In $g_{13}$ the levels enter with weight $\tfrac16\cos(2m\pi/3)$. The frontier pairs cancel, and

$$g_{13}=-\frac16\left[\frac1{3h_2+q}+\frac1{3h_2-q}\right]=\frac{h_2}{q^2-9h_2^2}.$$

A PBE calculation of benzene in the minimal STO-3G basis, with orthogonalized p orbitals, gives $h_1=-3.212$, $h_2=0.197$ and $h_3=-0.150$ eV. Then $q=-6.574$ eV and $g_{13}=0.197/42.87=0.0046$ eV$^{-1}$, against $-0.167$ eV$^{-1}$ for para. With the same linkers, placed 3 eV below this gap centre, the transmission ratio is $6.9\times10^{-4}$. These values are not converged in the basis. In 6-31G*, fitting to the valence pi levels gives $h_1=-2.88$, $h_2=0.21$ and $h_3=-0.25$ eV, $g_{13}=0.0058$ eV$^{-1}$ against $-0.197$ eV$^{-1}$ for para, and a ratio of $7.6\times10^{-4}$.

The zero itself survives at $-0.166$ eV from the gap centre ($-0.15$ eV in 6-31G*). It must exist somewhere in the gap: the frontier pairs enter $g_{13}$ with negative weight, so it runs from $-\infty$ at the lower edge to $+\infty$ at the upper edge, with no level between.

**A path around the ring.** A direct linker-linker element $-w$ adds to the ring-mediated coupling $V^2g_{13}$. At $E=0$ it acts alone. Take $w=0.02$ eV in the meta junction and compare with the para junction without a direct element, whose coupling is $V^2|g_{14}|=0.8$ eV. The transmission ratio is then $(0.02/0.8)^2\times0.866=5.4\times10^{-4}$, as found numerically. For this sign of $w$ the zero moves to where $V^2g_{13}=w$, near $4t^2w/V^2=0.125$ eV.

**The chain's own gap.** The linkers at $-3$ eV lie close to the filled ring levels and push the highest filled level of the meta unit up to $-1.50$ eV. The lowest empty one is at 2.61 eV. The centre of this gap is at 0.557 eV, not at zero. There the closed forms predict a squared ratio $(0.557/5)^2=0.012$, and the junction gives 0.011.

**Electron repulsion.** An equal on-site repulsion $U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$ does not lift the zero in the half-filled ring. The replacement $c_i\to s_ic_i^\dagger$, with $s=+1$ on A and $-1$ on B, leaves the Hamiltonian unchanged. It exchanges adding and removing an electron, so for a non-degenerate ground state $g_{ij}(E)=-s_is_j\,g_{ji}(-E)$. Since $g$ is real and symmetric in the gap, same-sublattice elements vanish at $E=0$. Exact diagonalization with $U=5$ eV gives zero within rounding for meta and $-0.175$ eV$^{-1}$ for para, down in size from 0.200. This holds for the isolated ring only. Linkers at $-3$ eV break the symmetry and put about 6.2 electrons on the ring. In the joined unit without contacts, with $U=5$ eV on the ring sites, the linker-to-linker element at $E=0$ is $-3.8\times10^{-3}$ eV$^{-1}$ for meta against $-8.9\times10^{-2}$ eV$^{-1}$ for para. The squared ratio is $1.8\times10^{-3}$, and the zero moves to 0.22 eV. This contribution is not in the table below.

## Weighing the contributions

For these parameters the meta/para ratios rank as follows. The first compares conductances; the others compare transmissions at one energy.

| Contribution, taken alone | Ratio |
|---|---|
| Heat, 300 K | $7.8\times10^{-5}$ |
| Direct coupling, 0.02 eV | $5.4\times10^{-4}$ |
| Distant neighbours | $6.9\times10^{-4}$ |
| Site 2 shifted by 0.3 eV | $3.2\times10^{-3}$ |
| Fermi level at the chain's gap centre | $1.1\times10^{-2}$ |

They cannot be added as they stand, because amplitudes add with their signs and one shift of the zero may offset another.

The linker values are rough, and the 0.5 eV broadening stands for metal contacts, so the conductances above are those of a model junction. Transport through the sigma bonds, vibrations, inelastic hopping and transfer between chains are left out, and their effect is not estimated here. With the sizes chosen here, alignment of the Fermi level with the ring's gap centre matters most: giving it up raises the ratio from about $10^{-4}$ to about $10^{-2}$. The margin depends on the linker level. With linkers at $-5$ eV the gap centre is at 0.33 eV and the ratio there is $4.1\times10^{-3}$, close to the $3.5\times10^{-3}$ from the site shift. Within this model, a meta linkage thus suppresses the pi coupling when transport is coherent, the relevant energy lies well within $2t$ of the ring's gap centre and away from the levels of the joined unit (such as the one at $-1.50$ eV above), the attached parts have no level at or near that energy, and direct coupling around the ring and shifts of sites 2, 4 and 6 are small. The values behind these comparisons are in the numerical output.

## Numbers as computed

```
ring hopping t = 2.5 eV, ring half-gap = 2.500 eV
linker level = -3.0 eV, linker coupling V = 2.0 eV
contact broadening = 0.5 eV, temperature = 300.0 K
kT = 0.02585 eV, conductance quantum = 77480.9 nS
g ortho(0) = 0.2000 1/eV
|g meta(0)| = 0.0e+00 1/eV (rounding)
g para(0) = -0.2000 1/eV
meta: filled -0.03333, empty +0.03333 1/eV
para: filled -0.10000, empty -0.10000 1/eV
g meta at 0.5 eV = 0.02104 1/eV
weak linker coupling for splittings = 0.05 eV
splitting para, level 0 = 0.9997 meV
splitting meta, level 0 = 5.0e-16 meV (rounding)
splitting meta, level 0.5 eV = 0.1051 meV
three rings para-para-para |G(0)| = 7.984e-03 1/eV
three rings para-meta-para |G(0)| = 0.0e+00 1/eV (rounding)
meta-xylylene E*G end to end = 0.08333 (no unit)
site shift u = 0.3 eV; g meta(0) in 1/eV by shifted site:
  sites 1-6: 0.00000, 0.01200, 0.00000, -0.01200, 0.00000, -0.01200
Hubbard U = 5.0 eV: |g meta(0)| = 1.8e-16 1/eV
Hubbard U = 5.0 eV: g para(0) = -0.1753 1/eV
transmission para at E=0 = 2.2504e-03
transmission meta at E=0 = 0.0e+00 (rounding)
conductance para, 300 K = 175.63 nS
conductance meta, 300 K = 0.01363 nS
conductance meta, E^2 formula = 0.01328 nS
meta/para conductance ratio = 7.76e-05
meta chain HOMO = -1.500 eV, LUMO = 2.614 eV
meta chain gap centre = 0.557 eV
T there: meta 1.032e-05, para 9.182e-04
meta/para ratio at chain gap centre = 1.12e-02
direct linker coupling = 0.02 eV
meta/para ratio with direct coupling = 5.41e-04
meta/para ratio, site 2 shifted = 3.21e-03
benzene input: CC = 0.1395 nm, CH = 0.1085 nm
PBE/STO-3G h1, h2, h3 = -3.212, 0.197, -0.150 eV
PBE/STO-3G pi gap = 6.124 eV
PBE ring g meta, gap centre = 0.00459 1/eV
PBE ring g para, gap centre = -0.16659 1/eV
PBE ring zero of g meta, from gap centre = -0.166 eV
meta/para ratio with PBE ring = 6.86e-04
```
